\section*{The 2s1/2–2p1/2 gap in Pauli, ZORA, X2C and DKH theory}

\section*{Question}

An electron moves in the field of a fixed point nucleus, $V(r)=-Ze^2/r$ (Gaussian units). Energies are counted from $mc^2$. Let
\[
\alpha=\frac{e^2}{\hbar c},\qquad \lambda=Z\alpha<1,\qquad a=\frac{\hbar^2}{mZe^2}=\frac{\hbar}{mc\lambda},\qquad G=E(2p_{1/2})-E(2s_{1/2}).
\]
Radiative corrections and nuclear size are left out, and all schemes keep the spin-orbit coupling. Parts (a) to (f) ask for $G$ in several relativistic schemes.

\section*{(a) Dirac theory}

\textbf{Find the $2s_{1/2}$ and $2p_{1/2}$ levels, and expand them to order $\lambda^4$.}

\textbf{Answer.} Let $P$ and $Q$ be the large and small radial functions, with $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. With $A=(2mc^2+\varepsilon)/\hbar c$ and $B=-\varepsilon/\hbar c$ the radial Dirac equations are
\[
P'+\frac{\kappa}{r}P=\Big(A+\frac{\lambda}{r}\Big)Q,\qquad
Q'-\frac{\kappa}{r}Q=\Big(B-\frac{\lambda}{r}\Big)P .
\]
Insert $P=e^{-qr}r^{\gamma}\sum_{k=0}^{N}a_kr^k$ and $Q=e^{-qr}r^{\gamma}\sum_{k=0}^{N}b_kr^k$. The coefficients of $r^{\gamma+k-1}$ give
\begin{align*}
(\gamma+k+\kappa)a_k-\lambda b_k&=qa_{k-1}+Ab_{k-1},\\
(\gamma+k-\kappa)b_k+\lambda a_k&=qb_{k-1}+Ba_{k-1}.
\end{align*}
For $k=0$ the right sides vanish, so $\gamma=\sqrt{\kappa^2-\lambda^2}=\sqrt{1-\lambda^2}$. For $k=N+1$ the left sides vanish, so $q^2=AB$ and $b_N=-(q/A)a_N$. Now take $q$ times the first equation minus $A$ times the second at $k=N$. The right side cancels because $q^2=AB$. Inserting $b_N$ and dividing by $a_N$ leaves
\[
q(\gamma+N+\kappa)+\frac{\lambda q^2}{A}+q(\gamma+N-\kappa)-A\lambda=0
\;\Rightarrow\; 2q(\gamma+N)=\lambda(A-B).
\]
The sign of $\kappa$ has dropped out. For $\kappa=+1$ the value $N=0$ is excluded: $k=0$ requires $b_0/a_0=(\gamma+1)/\lambda>0$, while termination requires $b_0/a_0<0$. Hence $2p_{1/2}$ has $N=1$, as has $2s_{1/2}$, the state above $1s$ ($N=0$).

With $E=mc^2+\varepsilon$ we have $A-B=2E/\hbar c$ and $q^2=(m^2c^4-E^2)/(\hbar c)^2$. Squaring the condition for $N=1$ gives $(m^2c^4-E^2)(1+\gamma)^2=\lambda^2E^2$. Since $(1+\gamma)^2+\lambda^2=2(1+\gamma)$,
\begin{equation}
\varepsilon=mc^2\Big[\sqrt{\tfrac{1+\gamma}{2}}-1\Big]\quad\text{for both states},\qquad G=0. \label{dirac}
\end{equation}
From $(1+\gamma)/2=1-\lambda^2/4-\lambda^4/16-\dots$ and $\sqrt{1+x}=1+x/2-x^2/8+\dots$,
\[
\varepsilon=mc^2\Big[-\frac{\lambda^2}{8}-\Big(\frac1{32}+\frac1{128}\Big)\lambda^4-\dots\Big]
=mc^2\Big[-\frac{\lambda^2}{8}-\frac{5\lambda^4}{128}-\dots\Big].
\]

\section*{(b) Pauli theory}

\textbf{Evaluate in first order}
\[
H'=-\frac{p^4}{8m^3c^2}+\frac{\hbar^2\nabla^2V}{8m^2c^2}+\frac{1}{2m^2c^2}\frac{V'}{r}\,\mathbf L\cdot\mathbf S .
\]

\textbf{Answer.} The two states have opposite parity, so $H'$ does not mix them. With $\rho=r/a$ the radial densities are $\tfrac12(1-\rho/2)^2\rho^2e^{-\rho}$ for $2s$ and $\rho^4e^{-\rho}/24$ for $2p$. Using $\int_0^\infty\rho^ke^{-\rho}d\rho=k!$,
\[
\langle\rho^{-1}\rangle=\tfrac14\ \text{(both)},\quad
\langle\rho^{-2}\rangle_{2s}=\tfrac14,\quad
\langle\rho^{-2}\rangle_{2p}=\tfrac1{12},\quad
\langle\rho^{-3}\rangle_{2p}=\tfrac1{24}.
\]
On an unperturbed state $p^2/2m=E_0-V$, with $E_0=-mc^2\lambda^2/8$ and $V=-mc^2\lambda^2/\rho$. The mass-velocity term is therefore
\[
-\frac{\langle(E_0-V)^2\rangle}{2mc^2}=-\frac{mc^2\lambda^4}{2}\Big[\frac1{64}-\frac1{16}+\langle\rho^{-2}\rangle\Big]
=mc^2\lambda^4\times\begin{cases}-13/128&(2s)\\-7/384&(2p).\end{cases}
\]
For $2s$, $\nabla^2V=4\pi Ze^2\delta(\mathbf r)$ and $|\psi(0)|^2=1/(8\pi a^3)$ give the Darwin term
\[
\frac{\hbar^2Ze^2}{16m^2c^2a^3}=\frac{mc^2\lambda^4}{16}.
\]
For $2p_{1/2}$, $\mathbf L\cdot\mathbf S=\tfrac12\hbar^2(\tfrac34-2-\tfrac34)=-\hbar^2$, and the spin-orbit term is
\[
-\frac{\hbar^2Ze^2}{2m^2c^2}\,\frac1{24a^3}=-\frac{mc^2\lambda^4}{48}.
\]
Both sums equal $-\tfrac{5}{128}mc^2\lambda^4$, the Dirac term of that order, and $G=0$. This holds for the expectation value. The term $-p^4$ is unbounded below, so $H'$ must not be included in a variational diagonalisation.

\section*{(c) ZORA}

\textbf{Find $G$ for the unscaled ZORA equation}
\[
\Big[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2mc^2-V}\,\boldsymbol\sigma\cdot\mathbf p\Big]\phi=E_Z\phi .
\]

\textbf{Answer.} Eliminating the small component from the Dirac equation gives
\[
\Big[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2mc^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\Big]\phi=\varepsilon\phi .
\]
Put $\mu=1+\varepsilon/2mc^2>0$ and $\mathbf r'=\mu\mathbf r$. Then $\mathbf p=\mu\mathbf p'$ and, for a Coulomb potential, $V(r)=\mu V(r')$. The denominator becomes $\mu[2mc^2-V(r')]$, so that
\[
\mu V(r')+\frac{\mu^2}{\mu}\,\boldsymbol\sigma\cdot\mathbf p'\,\frac{c^2}{2mc^2-V(r')}\,\boldsymbol\sigma\cdot\mathbf p'=\varepsilon
\]
when acting on $\phi$. Division by $\mu$ gives the ZORA equation with
\[
E_Z=\frac{\varepsilon}{\mu}=\frac{2mc^2\varepsilon}{2mc^2+\varepsilon}.
\]
The shift depends on $\varepsilon$ alone, so $G=0$, although both levels are displaced. The argument needs $V(r)=\mu V(\mu r)$ and does not carry over to a screened potential or a finite nucleus.

\section*{(d) X2C}

\textbf{Find $G$ for one-electron X2C with the full potential in the decoupling.}

\textbf{Answer.} Let $D$ be the Dirac operator, or its matrix in a kinetically balanced basis, and let $(\phi_i,\chi_i)$ be its positive-branch eigenvectors. Define $X$ by $X\phi_i=\chi_i$. This is possible because no vector of that branch has a vanishing large part: its mean energy would be $\langle V\rangle-2mc^2<-2mc^2$, below the whole branch. Let
\[
R=(1+X^\dagger X)^{-1/2},\qquad U=\binom{1}{X}R,\qquad U^\dagger U=R(1+X^\dagger X)R=1 .
\]
Since $(\phi_i,\chi_i)^T=UR^{-1}\phi_i$, multiplying the Dirac equation by $U^\dagger$ gives
\[
(U^\dagger DU)\,R^{-1}\phi_i=\varepsilon_i\,R^{-1}\phi_i .
\]
The two-component operator has the Dirac eigenvalues, and $G=0$. In a finite basis it has those of the matrix $D$, which for $s_{1/2}$ and $p_{1/2}$ agree up to basis error.

\section*{(e) First-order DKH}

\textbf{Derive the even term of second order in $V$, which DKH1 omits. Find the leading small-$\lambda$ form of $\delta_1=\varepsilon-E_{\rm DKH1}$ for each state, and hence $G$.}

\textbf{Answer.} Let
\[
E_p=\sqrt{p^2c^2+m^2c^4},\qquad A_p=\sqrt{\frac{E_p+mc^2}{2E_p}},\qquad b_p=\frac{cp}{E_p+mc^2},\qquad s=\boldsymbol\sigma\cdot\hat{\mathbf p}.
\]
Free positive-energy spinors have components $(A_p,\,A_pb_ps)$ and negative-energy ones $(-A_pb_ps,\,A_p)$. Between them $V$ has the even block
\[
\mathcal E_1=A_pVA_p+A_pb_p\,sVs\,b_pA_p
\]
and the odd block
\[
O=A_pb_p\,sVA_p-A_pVs\,b_pA_p .
\]
DKH1 diagonalises $E_p-mc^2+\mathcal E_1$. For a point nucleus this operator has no lower bound once $\lambda>2/(\pi/2+2/\pi)\approx0.906$ ($Z\ge125$), so DKH1 levels exist only in this narrower range and not for all $\lambda<1$.

Transform with $e^{W}$, where $W$ has the off-diagonal blocks $w$ and $-w^\dagger$. Let $H_0$ be the free part, with energies $\pm E_p$. The upper-right block of $[W,H_0]$ is $-(E_i+E_k)w_{ik}$, which cancels $O$ if
\[
w_{ik}=\frac{O_{ik}}{E_i+E_k}.
\]
With $\mathcal O$ the full odd operator, $[W,H_0]=-\mathcal O$. The even second-order terms are then $[W,\mathcal O]+\tfrac12[W,[W,H_0]]=\tfrac12[W,\mathcal O]$, whose upper block is
\begin{equation}
\mathcal E_2=\tfrac12\big(wO^\dagger+Ow^\dagger\big). \label{e2}
\end{equation}
To leading order $\delta_1=\langle\mathcal E_2\rangle$ in the nonrelativistic state.

\emph{The $2s$ state.} Its momenta are mostly of order $\hbar/a=mc\lambda$, while the intermediate momentum $k$ in (\ref{e2}) extends to $mc$. Setting the outer momenta to zero ($A=1$, $b=0$) turns the two outer wave functions into $|\psi(0)|^2$:
\[
\delta_1(2s)\simeq|\psi(0)|^2\int\!\frac{d^3k}{(2\pi\hbar)^3}\,\frac{|\tilde V(k)|^2A_k^2b_k^2}{E_k+mc^2},\qquad
\tilde V(k)=-\frac{4\pi Ze^2\hbar^2}{k^2}.
\]
Here $A_k^2b_k^2=c^2k^2/[2E_k(E_k+mc^2)]$. The powers of $k$ cancel, and the prefactor is $4\pi\cdot16\pi^2/(8\pi^3)\cdot\tfrac12=4$:
\[
\delta_1(2s)\simeq4Z^2e^4\hbar c^2|\psi(0)|^2\int_0^\infty\!\frac{dk}{E_k(E_k+mc^2)^2}.
\]
With $k=mc\sinh u$ the integral is $I/(m^2c^5)$. Using $1+\cosh u=2\cosh^2(u/2)$ and then $t=\tanh(u/2)$,
\[
I=\int_0^\infty\!\frac{du}{(1+\cosh u)^2}=\frac12\int_0^1(1-t^2)\,dt=\frac13 .
\]
The integrand is finite at $k\to0$, so the region $k\sim mc\lambda$, where the approximation fails, contributes a relative correction of order $\lambda$ up to logarithms. With $Ze^2=\lambda\hbar c$ and $|\psi(0)|^2=(mc\lambda/\hbar)^3/8\pi$,
\begin{equation}
\delta_1(2s)\simeq\frac{4\lambda^2\hbar^3}{3m^2c}\,\frac{(mc\lambda)^3}{8\pi\hbar^3}=\frac{mc^2\lambda^5}{6\pi}. \label{s}
\end{equation}

\emph{The $2p_{1/2}$ state.} Now $\psi(0)=0$ and low momenta dominate. There $A\simeq1$ and $b\simeq p/2mc$, so
\[
O\simeq\frac{[\boldsymbol\sigma\cdot\mathbf p,V]}{2mc}=-\frac{i\hbar\,\boldsymbol\sigma\cdot\nabla V}{2mc},\qquad
\mathcal E_2\simeq\frac{OO^\dagger}{2mc^2}=\frac{\hbar^2(\nabla V)^2}{8m^3c^4}.
\]
Since $(\nabla V)^2=\lambda^2\hbar^2c^2/r^4$ and $\langle r^{-4}\rangle_{2p}=1/(24a^4)$,
\begin{equation}
\delta_1(2p_{1/2})\simeq\frac{\lambda^2\hbar^4}{192\,m^3c^2a^4}=\frac{mc^2\lambda^6}{192}. \label{p}
\end{equation}
For $2s$ the same local operator would give a divergent $\int dr/r^2$. Cutting it off at $r\sim\hbar/mc$ gains a factor $1/\lambda$, which is why the powers differ.

The Dirac levels coincide, so $G=\delta_1(2s)-\delta_1(2p_{1/2})\simeq mc^2\lambda^5/6\pi>0$. DKH1 splits the pair by placing $2s$ too low. Numerical diagonalisation, extrapolated to $\lambda\to0$, gives $0.9999$ and $1.0002$ for the ratios of the errors to (\ref{s}) and (\ref{p}).

\section*{(f) Higher orders and numbers}

\textbf{How does the $2s$ error of DKH$n$ scale with $\lambda$? Discuss $G$ for Cu$^{28+}$ and for $Z=10$ to $80$.}

\textbf{Answer.} DKH$n$ omits $\mathcal E_{n+1}$ and higher terms. Here the $\mathcal E_n$ are those of successive transformations $e^{W}$, one for each order: DKH2 adds (\ref{e2}) to DKH1, and DKH3 adds the upper block of $\tfrac12[W,[W,\mathcal E]]$, where $\mathcal E$ is the block-diagonal part of $V$ between free spinors. At momenta near $mc$ each factor $V$ contributes $\lambda$, and the density at the nucleus contributes $(mc\lambda/\hbar)^3$. The error should therefore scale as
\[
\delta_n(2s)\sim mc^2\lambda^{n+4}.
\]
This is power counting; it assumes that the momentum integral converges and does not vanish. The computed powers are $4.94$, $5.95$ and $6.91$ for $n=1,2,3$, at values of $\lambda$ between $0.005$ and $0.04$. For these three orders the count is thus supported; for higher $n$ it remains an estimate.

The levels were computed in Gaussian bases. Each DKH level was measured from the matrix Dirac level of its own basis. For DKH2 and DKH3 this removes most of the basis error from $G$. For DKH1 it does not help (in copper a second basis changes the gap by $3\times10^{-5}$ of its value with the subtraction and by $4\times10^{-6}$ without), but that gap is far larger than the basis error. For Cu$^{28+}$, $\lambda=0.2116$ and $\varepsilon=-106.63185$ hartree. The errors $\delta_n$ and the gaps, in hartree, are

\begin{center}
\begin{tabular}{lrrr}
 & $\delta_n(2s)$ & $\delta_n(2p_{1/2})$ & $G$\\
DKH1 & $0.17422$ & $0.00963$ & $0.16460$\\
DKH2 & $-0.004021$ & $-0.000157$ & $-0.003864$\\
DKH3 & $0.0002006$ & $0.0000087$ & $0.0001918$
\end{tabular}
\end{center}

The gaps are $4.48$, $-0.105$ and $0.0052$ eV. Most of each comes from $2s$, and the sign alternates. Relative to the Dirac $2p_{3/2}$--$2p_{1/2}$ splitting of $1.211$ hartree they amount to $13.6\%$, $0.32\%$ and $0.016\%$ in magnitude. ZORA moves both levels to $-106.93546$ hartree, and first-order Pauli theory puts both at $-106.59624$ hartree: a vanishing gap does not imply correct levels.

The leading formula gives $0.423$ hartree for the DKH1 gap, $2.6$ times the computed value. The local form of $\mathcal E_2$ shows why it fails here. Near the nucleus the $2s$ density is $|\psi(0)|^2(1-2r/a+\dots)$, and the linear term, integrated from $\hbar/mc$ to $a$, changes $\delta_1(2s)$ by
\[
-\frac{\hbar^2Z^2e^4}{8m^3c^4}\,4\pi|\psi(0)|^2\,\frac2a\ln\frac1\lambda .
\]
Divided by $4Z^2e^4\hbar|\psi(0)|^2/(3m^2c^3)$, this is $-\tfrac{3\pi}{4}\lambda\ln(1/\lambda)$, or $-0.77$ for copper. A correction of that size rules out the leading term as a numerical estimate.

The gaps for other nuclear charges, in hartree, are

\begin{center}
\begin{tabular}{rrrrrr}
$Z$ & DKH1 & DKH2 & DKH3 & X2C & ZORA\\
10 & 1.303e-3 & $-$9.28e-6 & 1.64e-7 & $-$4e-9 & $-$5e-10\\
20 & 3.143e-2 & $-$4.89e-4 & 1.70e-5 & $-$3e-7 & $-$2e-9\\
40 & 0.670 & $-$2.21e-2 & 1.47e-3 & $-$2e-5 & $-$1e-8\\
60 & 3.79 & $-$0.179 & 1.69e-2 & $-$2e-4 & $-$3e-8\\
80 & 12.7 & $-$0.658 & 8.09e-2 & $-$1e-3 & $-$4e-7
\end{tabular}
\end{center}

By (c) and (d) the last two columns are basis errors. The X2C residue is between about $1\%$ ($Z=80$) and $2\%$ ($Z=10$) of the DKH3 gap, so a plain difference of DKH3 levels would be uncertain at the percent level for every $Z$ listed. In copper a second basis changes the DKH gaps by at most $3\times10^{-5}$ of their value, whereas the plain DKH3 level difference changes by $3\%$.

From $Z=10$ to $20$ the DKH gaps grow by factors of $24$, $53$ and $104$, below the asymptotic $2^5$, $2^6$ and $2^7$. At every $Z$ listed a higher order reduces the gap, but less effectively as $Z$ rises: from DKH2 to DKH3 it shrinks by a factor of $56$ at $Z=10$ and of $8$ at $Z=80$. The gap is an error of truncation in powers of $V$. It is unrelated to the physical splitting of these levels, which arises from the radiative and nuclear effects left out here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
fine-structure constant alpha = 0.007297353 (dimensionless)
1 hartree = 27.211386 eV
Pauli parts in units m c^2 (Z alpha)^4:
  2s mass-velocity -13/128, Darwin 1/16, sum -5/128
  2p1/2 mass-velocity -7/384, spin-orbit -1/48, sum -5/128
momentum integral = 0.33333333 (dimensionless)
2s DKH1 error / [m c^2 lam^5/(6 pi)], lam->0: 0.9999
2p1/2 DKH1 error / [m c^2 lam^6/192], lam->0: 1.0002
DKH1 2s error: power of lam = 4.938 (lam 0.005 to 0.01)
DKH2 2s error: power of lam = 5.954 (lam 0.01 to 0.02)
DKH3 2s error: power of lam = 6.909 (lam 0.02 to 0.04)
Cu28+: Z = 29, Z alpha = 0.211623 (dimensionless)
Dirac 2s1/2 = 2p1/2 (formula): -106.631850 hartree
ZORA level from scaling formula: -106.935455 hartree
Cu28+ levels in hartree: method, 2s1/2, 2p1/2
  Pauli -106.596237 -106.596237
  ZORA  -106.935455 -106.935455
  X2C   -106.631850 -106.631852
  DKH1  -106.806073 -106.641478
  DKH2  -106.627829 -106.631696
  DKH3  -106.632051 -106.631861
Cu28+ E_Dirac - E_DKHn in hartree: order, 2s1/2, 2p1/2
  DKH1 +1.7422e-01 +9.6254e-03
  DKH2 -4.0206e-03 -1.5686e-04
  DKH3 +2.0055e-04 +8.7202e-06
Cu28+ DKH1 gap: +1.6460e-01 hartree = +4.4789e+00 eV
Cu28+ DKH2 gap: -3.8637e-03 hartree = -1.0514e-01 eV
Cu28+ DKH3 gap: +1.9183e-04 hartree = +5.2198e-03 eV
Relative gap change in second basis, DKH1 DKH2 DKH3:
  relative to matrix Dirac: 3.0e-05 1.3e-05 1.8e-06
  plain level difference:   3.7e-06 1.5e-03 3.0e-02
Cu28+ leading DKH1 gap formula: +4.2285e-01 hartree
Cu28+ Dirac 2p3/2 - 2p1/2: 1.210944 hartree
Gap E(2p1/2)-E(2s1/2) in hartree: Z, DKH1, DKH2, DKH3, X2C, ZORA
  10 +1.303e-03 -9.284e-06 +1.644e-07 -4e-09 -5e-10
  20 +3.143e-02 -4.887e-04 +1.704e-05 -3e-07 -2e-09
  40 +6.696e-01 -2.207e-02 +1.471e-03 -2e-05 -1e-08
  60 +3.794e+00 -1.789e-01 +1.689e-02 -2e-04 -3e-08
  80 +1.271e+01 -6.583e-01 +8.091e-02 -1e-03 -4e-07
\end{verbatim}
